# Phase shift of a 200 keV electron wave in silicon

## Problem

In off-axis electron holography, one part of an electron wave passes through a film and another part passes through vacuum. Their interference gives the phase that the film has added.

A silicon film has thickness $t=50$ nm and mean inner potential $V_0=12$ V. Electrons of kinetic energy $T=200$ keV cross it at normal incidence. Calculate the phase of the transmitted wave relative to a wave that has crossed the same length of vacuum.

The mean inner potential is the volume average of the electrostatic potential in the crystal, measured from the vacuum outside. Here it is a given number, and silicon enters the calculation through it alone. The following conditions define the model:

- The film is replaced by a uniform region of potential $V_0$. This approximates the undiffracted beam when the crystal is oriented well away from strong Bragg reflections.
- Only electrons that have lost no energy are considered.
- There is no magnetic field, no charging of the film and no stray field outside it.

A wave travelling towards positive $z$ is written $e^{ikz}$, so a larger wave number in the film gives a positive phase. The elementary charge $e$ is positive and the electron has charge $-e$. Its potential energy in the film is therefore $-U$, with

$$U=eV_0=12\ \text{eV}.$$

Lengths are in nanometres and energies in electronvolts, which suit the data better than atomic units.

## First estimate by scaling

The total energy is conserved at the film surface. The potential energy falls by $U$, so the kinetic energy rises by $U$. For a small change of energy, the momentum changes by the energy change divided by the speed, $\Delta p\approx U/v$. The wave number is $p/\hbar$, and the extra phase is the extra wave number times the thickness:

$$\varphi\sim\frac{Ut}{\hbar v}.$$

The kinetic energy of 200 keV is a sizeable fraction of the electron's rest energy, 511 keV, so the speed must be of the order of the speed of light $c$. Setting $v\sim c$ gives

$$\varphi_{\text{est}}=\frac{Ut}{\hbar c}
=\frac{12\times 50}{197.327}\approx 3.0\ \text{rad}.$$

The phase is thus a few radians, about half a turn. Since the true speed is below $c$, the estimate should be too low. Finding out by how much requires the relativistic speed and a check that the linear relation between $\Delta p$ and $U$ is good enough.

## Exact solution for the uniform film

### Wave numbers

Let $m$ be the electron mass and $W=T+mc^2$ the energy in vacuum including the rest energy. In vacuum, $W^2=p^2c^2+m^2c^4$. With $p=\hbar k_0$, this becomes

$$P\equiv\hbar c k_0=\sqrt{W^2-m^2c^4}=\sqrt{T(T+2mc^2)},$$

where the last form follows from $(T+mc^2)^2-m^2c^4=T^2+2Tmc^2$.

In the film, the rest energy plus kinetic energy is $W+U$, so the wave number $k$ there obeys

$$\hbar c k=\sqrt{(W+U)^2-m^2c^4}.$$

Replacing $p$ by $-i\hbar\,d/dz$ in the energy relation gives the stationary wave equation $\psi''+k^2\psi=0$ in the film, and the same equation with $k_0$ outside. This is a scalar equation, which leaves out the electron spin. The two wave numbers follow from the energy–momentum relation and do not depend on that simplification.

### Matching at the two faces

The film occupies $0<z<t$. The incident wave has amplitude 1 at $z=0$. Let $\tau$ be the transmitted wave at the exit face. Beyond that face there is only an outgoing wave, so

$$\psi(t)=\tau,\qquad \psi'(t)=ik_0\tau .$$

The solution in the film with these values is

$$\psi(z)=\tau\left[\cos k(z-t)+i\frac{k_0}{k}\sin k(z-t)\right].$$

At the entrance face it gives

$$\psi(0)=\tau\left[\cos kt-i\frac{k_0}{k}\sin kt\right],$$

$$\psi'(0)=\tau\left[k\sin kt+ik_0\cos kt\right].$$

In front of the film the wave is $e^{ik_0z}+re^{-ik_0z}$, where $r$ is the reflected amplitude. Hence $\psi(0)=1+r$ and $\psi'(0)/(ik_0)=1-r$. Half the sum of these two is 1, so

$$1=\tau\left[\cos kt-\frac{i}{2}\left(\frac{k}{k_0}+\frac{k_0}{k}\right)\sin kt\right].$$

The bracket is written more clearly with

$$\frac12\left(\frac{k}{k_0}+\frac{k_0}{k}\right)=1+\varepsilon,\qquad
\varepsilon=\frac{(k-k_0)^2}{2kk_0}.$$

The transmitted amplitude is therefore

$$\tau=\frac{1}{\cos kt-i(1+\varepsilon)\sin kt}.$$

Its phase $\theta$ is minus the phase of the denominator, which means

$$\tan\theta=(1+\varepsilon)\tan kt .$$

In vacuum the same distance gives the phase $k_0t$. The required phase is

$$\varphi=\theta-k_0t,$$

with $\theta$ followed continuously from zero thickness. This choice removes the freedom to add multiples of $2\pi$.

### The effect of reflections

If $\varepsilon$ were zero, $\theta$ would equal $kt$. For small $\varepsilon$, differentiating $\theta=\arctan[(1+\varepsilon)\tan kt]$ at $\varepsilon=0$ gives

$$\frac{d\theta}{d\varepsilon}=\frac{\tan kt}{1+\tan^2kt}=\sin kt\cos kt=\frac12\sin 2kt .$$

To first order in $\varepsilon$,

$$\varphi=(k-k_0)t+\frac{\varepsilon}{2}\sin 2kt .$$

The last term comes from waves reflected between the two faces. For this film $k_0=2505.32$ rad/nm and $k-k_0=0.08746$ rad/nm, so $\varepsilon\approx6\times10^{-10}$. Reflections change the phase by at most about $3\times10^{-10}$ rad at this order, and they can be dropped. This figure belongs to the scalar equation. Matching with the Dirac equation, which includes spin, gives about half as much.

### Expansion in the potential

What remains is $\varphi=(k-k_0)t$. Since $W^2-m^2c^4=P^2$, the wave number in the film can be written

$$\hbar ck=\sqrt{P^2+2WU+U^2}=P\sqrt{1+x},\qquad x=\frac{2WU+U^2}{P^2}.$$

With $\sqrt{1+x}\approx1+x/2-x^2/8$, and keeping terms up to $U^2$,

$$\hbar ck\approx P+\frac{WU}{P}+\frac{U^2}{2P}-\frac{W^2U^2}{2P^3}.$$

The two quadratic terms combine, because $P^2-W^2=-m^2c^4$:

$$\hbar c(k-k_0)\approx\frac{WU}{P}-\frac{m^2c^4U^2}{2P^3}.$$

The speed in vacuum is the group velocity $v=dW/dp$. Differentiating $W^2=p^2c^2+m^2c^4$ gives $2W\,dW=2pc^2\,dp$, so $v=pc^2/W$ and

$$\frac{v}{c}=\frac{P}{W}.$$

The linear term is therefore $Uc/v$, and the phase becomes

$$\varphi\approx\frac{eV_0t}{\hbar v}-\frac{m^2c^4U^2t}{2\hbar c\,P^3}.$$

The first term has the form of the scaling estimate, now with the relativistic speed. It can be written $\varphi=CV_0t$, where $C=e/(\hbar v)$ is called the interaction constant.

The second term is negative because the electron moves slightly faster in the film than in vacuum. Each further volt then adds a little less momentum.

### Numbers

The momentum follows from the kinetic and rest energies:

$$P=\sqrt{200\,(200+2\times510.999)}=494.368\ \text{keV}.$$

With $W=710.999$ keV, the speed is

$$\frac{v}{c}=\frac{494.368}{710.999}=0.69531 .$$

For a potential in volts, $U$ in electronvolts has the same numerical value, so

$$C=\frac{1}{197.327\times0.69531}=0.0072884\ \text{rad/(V nm)}.$$

The phase is

$$\varphi=0.0072884\times12\times50=4.373\ \text{rad}\approx4.4\ \text{rad},$$

or about 251 degrees. The quadratic term is $-3.9\times10^{-5}$ rad, about one part in $10^5$ of the phase.

Two figures are what the data support. If 12 V is known only to within 0.5 V, the phase is uncertain by $0.0072884\times0.5\times50\approx0.2$ rad. That is thousands of times larger than the quadratic term.

A numerical solution of the wave equation, with the film grown from zero thickness in steps of 5 nm, also gives 4.3730 rad.

### The same constant from the wavelength

If the wavelength $\lambda=2\pi/k_0$ is known, the speed need not be calculated. Multiplying numerator and denominator of $C=eW/(\hbar cP)$ by $P=\hbar ck_0$, and using $P^2=T(T+2mc^2)$, gives

$$C=\frac{eWk_0}{P^2}=\frac{2\pi e}{\lambda T}\,\frac{T+mc^2}{T+2mc^2}.$$

With $\lambda=0.0025079$ nm, the first factor is $0.012527$ rad/(V nm) and the second is $710.999/1221.998=0.58183$. Their product is again $0.00729$ rad/(V nm). In this form $\lambda$ must be the relativistic wavelength.

## Comparison of the estimate with the solution

At linear order, the ratio of the estimate to the solution is

$$\frac{\varphi_{\text{est}}}{\varphi}=\frac{Ut/(\hbar c)}{Ut/(\hbar v)}=\frac{v}{c}=0.695 .$$

The estimate of 3.0 rad is thus 30 percent below the solution. It had the right dependence on potential and thickness, and its error comes from replacing $v$ by $c$.

The dependence on beam energy shows where the estimate becomes good:

$$\varphi\approx\frac{Ut}{\hbar c}\,\frac{T+mc^2}{\sqrt{T(T+2mc^2)}} .$$

For $T\gg mc^2$ the fraction tends to 1, and the phase tends to the estimate. Raising the beam energy therefore cannot reduce the phase of this film below 3.0 rad.

For $T\ll mc^2$, but still $T\gg U$, the fraction tends to $\sqrt{mc^2/(2T)}$. This is the nonrelativistic result, in which $v=\sqrt{2T/m}$. Applied at 200 keV, outside its range, it gives

$$\frac{v}{c}=\sqrt{\frac{2\times200}{510.999}}=0.885,\qquad \varphi_{\text{nonrel}}=3.44\ \text{rad}.$$

This is 21 percent below the relativistic phase. At a given kinetic energy, the nonrelativistic formula makes the electron too fast, and a faster electron gains less phase from the same potential.

## Reading the phase in a measurement

The film is about 20,000 vacuum wavelengths thick, and the potential adds $4.373/(2\pi)\approx0.70$ of a wavelength to that number. Interference detects this small difference because the reference wave removes the common part.

Interference fixes the phase only up to multiples of $2\pi$. If phases are displayed between $-\pi$ and $\pi$, this film appears with

$$4.373-2\pi\approx-1.9\ \text{rad}.$$

The negative sign does not mean that the film repels electrons. The phase grows by $0.08746$ rad per nanometre and completes a full turn at

$$\frac{2\pi}{0.08746}\approx72\ \text{nm}.$$

A film of about 122 nm would therefore give the same displayed value as one of 50 nm. Following the phase inwards from the edge of a wedge-shaped specimen, where the thickness starts at zero, settles the number of turns, provided that the phase changes by less than half a turn between neighbouring image points.

## When the potential is not uniform

A real potential varies along the electron's path. If reflections remain negligible, each short length $dz$ contributes $[k(z)-k_0]\,dz$. To first order in the potential,

$$\varphi\approx\frac{e}{\hbar v}\int_0^tV(z)\,dz=CV_0t,$$

where $V_0$ is now the average along the path. Variations about the average cancel at this order.

They do not cancel in the quadratic term, which contains the average of $V^2$. Take a potential that oscillates as a cosine of amplitude 6 V about 12 V, with a period of 0.5 nm, so that the film holds 100 whole periods. The average of $V^2$ is then $12^2+6^2/2=162$ V², compared with 144 V² for the uniform film. The quadratic term should grow by the factor $162/144=1.125$, from $-3.94\times10^{-5}$ to $-4.44\times10^{-5}$ rad. The numerical solution for this potential, represented by 24 steps per period, differs from $CV_0t$ by $-4.44\times10^{-5}$ rad, as expected. The cosine only illustrates the rule and does not represent silicon. Near the nuclei the real potential is far larger, and tabulated atomic scattering factors give a volume average of $V^2$ above 1000 V², roughly ten times the value used here.

This argument covers variation along the beam. Variation across the beam diffracts electrons into other directions. Near a strong Bragg reflection, the diffracted waves exchange amplitude with the direct beam, and the phase is in general no longer given by the mean potential alone. The result $CV_0t$ should then be replaced by a calculation that includes the diffracted beams. Away from strong reflections the effect becomes smaller but does not vanish. For 50 nm of silicon at 200 keV, a many-beam calculation gives shifts of a few hundredths of a radian at weakly diffracting orientations, more than 0.1 rad at some orientations where the direct beam still keeps 90 percent of the intensity, and about 1 rad along the [110] axis. In a real crystal this residual diffraction limits the accuracy of $CV_0t$ far more than the quadratic term or the reflections do.

## Computed results

```
Kinetic energy T: 200 keV
Mean inner potential V0: 12 V
Film thickness t: 50 nm
Electron rest energy: 510.999 keV
Total energy: 710.999 keV
hbar*c: 197.3270 eV nm
Momentum times c: 494.368 keV
Speed v/c: 0.69531 (dimensionless)
Vacuum wave number k0: 2505.32 rad/nm
Vacuum wavelength: 0.0025079 nm
Wave number change in film: 0.087460 rad/nm
Interaction constant C: 0.0072884 rad/(V nm)
Phase from C*V0*t: 4.3730 rad
Phase from C*V0*t: 250.6 degrees
Phase from full wave solution: 4.3730 rad
Second-order term, formula: -3.943e-05 rad
Exact difference minus linear phase: -3.943e-05 rad
Reflectivity of one face: 3.05e-10 (dimensionless)
Oscillating potential, amplitude: 6 V
Oscillating potential, period: 0.5 nm
Oscillating case, phase minus C*V0*t: -4.44e-05 rad
Phase wrapped to (-pi, pi]: -1.9101 rad
Phase per thickness: 0.08746 rad/nm
Thickness for a full turn: 71.84 nm
Nonrelativistic speed v/c: 0.8847 (dimensionless)
Nonrelativistic phase: 3.4367 rad
Nonrelativistic error: -21.4 percent
```
